# Line strengths of singlet Σ–Σ and Π–Σ bands in diatomic molecules, part 1

(Sections cited here and not found follow in the later parts.)

An electronic-structure calculation on a diatomic molecule delivers potential curves and a transition dipole between real Cartesian states, for example $\langle\Pi_x|\mu_x|\Sigma\rangle$ as a function of bond length. Turning these into the Einstein coefficient of one rotational line requires two decisions. The first is the normalization of the rotational factor that multiplies the squared moment: for a Π–Σ band the factors can be written so that they add up to $2J+1$ or to $2(2J+1)$, and pairing the wrong set with a given definition of the moment changes every intensity and lifetime by a factor of two. The second is whether the dipole function must be integrated between the vibrational functions of each line, or whether one value of the moment times a Franck-Condon factor is enough. The first decision has an exact answer within the Born-Oppenheimer model; the second is a matter of accuracy that depends on the band.

## The line strength and what it determines

Atomic units are used. A double prime or no prime marks the lower level and a single prime the upper one; $J\equiv J''$. In field-free space a level of angular momentum $J$ and definite parity has $2J+1$ degenerate states $M$. The line strength between two such levels is

$$S=\sum_{M'M}\ \sum_{a=X,Y,Z}\big|\langle \Psi'_{M'}|\mu_a|\Psi_M\rangle\big|^2 ,$$

where $\mu_a$ are the space-fixed components of the electric dipole operator. The branches P, Q, R have $J'=J-1,\ J,\ J+1$.

In the electric-dipole approximation a vacuum mode of frequency $\omega$ and polarization $\boldsymbol\epsilon$ in a volume $V$ couples two states with squared matrix element $(2\pi\omega/V)\,|\boldsymbol\epsilon\cdot\boldsymbol\mu_{ba}|^2$. The number of modes per unit frequency and solid angle is $V\omega^2/(2\pi c)^3$ for each polarization. The sum over the two polarizations gives $|\boldsymbol\mu_{ba}|^2-|\hat{\mathbf k}\cdot\boldsymbol\mu_{ba}|^2$, whose integral over photon directions is $4\pi(1-\tfrac13)|\boldsymbol\mu_{ba}|^2$. The golden rule then gives $2\pi\cdot2\pi\omega\cdot\omega^2(2\pi c)^{-3}\cdot\tfrac{8\pi}{3}|\boldsymbol\mu_{ba}|^2=\tfrac43\omega^3c^{-3}|\boldsymbol\mu_{ba}|^2$. Summing over final $M$, averaging over the $2J'+1$ initial states and using $c=1/\alpha$,

$$A=\frac{4\alpha^3\omega^3}{3}\,\frac{S}{2J'+1},\qquad f=\frac{2\omega}{3}\,\frac{S}{2J+1}.$$

The second relation is the definition of the absorption oscillator strength, $\tfrac23\omega|\boldsymbol\mu_{ba}|^2$ summed over upper and averaged over lower states.

Each Cartesian component contributes $S/3$. The sums over $M$ and $M'$ turn the products of matrix elements into $T_{ab}=\mathrm{tr}(\mathcal P\mu_a\mathcal P'\mu_b)$, with $\mathcal P,\mathcal P'$ the projectors on the two levels. These projectors commute with rotations, so $T_{ab}$ equals its own rotated version, and a rank-two tensor with this property is a multiple of $\delta_{ab}$.

## The states

Let $R$ be the bond length, $\mathbf n=(\theta,\phi)$ the unit vector from nucleus 1 to nucleus 2, and $m$ the nuclear reduced mass. Both electronic states are singlets and spin-orbit coupling is neglected, so the total angular momentum without nuclear spin is $\mathbf J=\mathbf N+\mathbf L$, with $\mathbf N$ the orbital angular momentum of the nuclei and $\mathbf L$ that of the electrons. The nuclear kinetic energy is $-\frac{1}{2mR}\partial_R^2R+\frac{\mathbf N^2}{2mR^2}$.

Since $\mathbf N=\mathbf R\times\mathbf P$, $\mathbf n\cdot\mathbf N=0$, and therefore $\mathbf n\cdot\mathbf J=\mathbf n\cdot\mathbf L\equiv L_n$. The clamped-nuclei Hamiltonian is symmetric about the axis, so its states have a definite eigenvalue $\Lambda$ of $L_n$. Split $\mathbf L=\mathbf nL_n+\mathbf L_\perp$. Because $J_i$ commutes with $L_i$ and with $n_i$ (same index $i$), $\mathbf N^2=\mathbf J^2-2\mathbf J\cdot\mathbf L+\mathbf L^2$ and $\mathbf J\cdot\mathbf L=(\mathbf n\cdot\mathbf J)L_n+\mathbf J\cdot\mathbf L_\perp=L_n^2+\mathbf J\cdot\mathbf L_\perp$. With $\mathbf L^2=L_n^2+\mathbf L_\perp^2$,

$$\mathbf N^2=\mathbf J^2-L_n^2+\mathbf L_\perp^2-2\,\mathbf J\cdot\mathbf L_\perp .$$

The operator $\mathbf L_\perp^2$ acts on the electrons at fixed $\mathbf n$ and commutes with $L_n$; its expectation value is a function of $R$ alone, independent of $J$, and divided by $2mR^2$ it is a small addition to the potential. The last term changes $\Lambda$ by $\pm1$: $\mathbf L_\perp$ consists of the raising and lowering operators for $L_n$, and $\mathbf J$ commutes with the scalar $L_n$. It therefore has no matrix element within a Σ state or within the pair $\Lambda=\pm1$ of one Π state; it couples different electronic states (L-uncoupling).

The model used from here on keeps each level in one electronic state. It drops the coupling $\mathbf J\cdot\mathbf L_\perp$, the elements of $\mathbf L_\perp^2$ between different electronic states, and the action of $\partial_R$ on the electronic functions. The state is then a product of an electronic function, an angular function and $\chi_{vJ}(R)/R$, where $\chi$ is real, normalized with $dR$, and solves

$$\Big[-\frac{1}{2m}\frac{d^2}{dR^2}+V(R)+\frac{J(J+1)-\Lambda^2}{2mR^2}\Big]\chi_{vJ}=E_{vJ}\,\chi_{vJ}.$$

The $\mathbf L_\perp^2$ term can be included in $V$ without changing the form of any equation below; the numerical example omits it, and its numbers would shift slightly if the term were kept.

Take body axes $x,y,z$ with $z$ along $\mathbf n$. At fixed nuclei the electronic Hamiltonian is invariant under rotations about $z$ and reflections in planes containing $z$. A Σ state is invariant under the rotations and is even (Σ⁺) or odd (Σ⁻) under the reflections. In the two-dimensional space of a Π state let $|x\rangle$ be the real combination that is even under $y\to-y$, and $|y\rangle$ its image under a rotation by $\pi/2$ about $z$. The pair transforms like the coordinates $(x,y)$ under all these operations.

The dipole operator is a nuclear part, which is $\mathbf n$ times a function of $R$, plus the electronic part $-\sum_i\mathbf r_i$. The two electronic states are orthogonal at each $R$ and $\mathbf n$, so the nuclear part drops out, and for the same reason the choice of origin is immaterial. Symmetry fixes the remaining elements. Between two Σ states the vector $\langle\Sigma'|\boldsymbol\mu|\Sigma''\rangle$ must be invariant under rotation about $z$, so only

$$\mu_\parallel(R)=\langle\Sigma'|\mu_z|\Sigma''\rangle$$

survives. Since $\mu_z$ is even under the reflections, $\mu_\parallel=0$ between Σ⁺ and Σ⁻. Between Π and Σ⁺, the reflection $y\to-y$ gives $\langle x|\mu_y|\Sigma^+\rangle=0$, the reflection $x\to-x$ gives $\langle y|\mu_x|\Sigma^+\rangle=0$ and $\langle x|\mu_z|\Sigma^+\rangle=0$, and the rotation by $\pi/2$ gives

$$\mu_\perp(R)=\langle x|\mu_x|\Sigma^+\rangle=\langle y|\mu_y|\Sigma^+\rangle ,\qquad \langle y|\mu_z|\Sigma^+\rangle=0 .$$

In a homonuclear molecule the inversion of the electrons at fixed nuclei is a further symmetry under which $\boldsymbol\mu$ is odd, so the moment vanishes unless one state is g and the other u.

In both cases the electronic element is a real function $\mu_e(R)$, equal to $\mu_\parallel$ or $\mu_\perp$, times a direction that depends on $\mathbf n$ alone. The matrix element between product states is therefore a radial integral times an angular integral, and

$$S=\mathcal M^2\,S_J,\qquad \mathcal M=\int\chi'_{v'J'}(R)\,\mu_e(R)\,\chi''_{v''J}(R)\,dR .$$

This split involves no approximation beyond the product form of the states. The Hönl-London factor $S_J$ is the squared angular integral summed over $M$, $M'$ and polarization, with $\mu_e$ defined as above. It is computed in two ways.

## First derivation: rotation matrices and angular-momentum coupling

**Angular functions.** Let $|Z,\Lambda\rangle$ be the state with the axis fixed along the space $Z$ direction, the body axes coinciding with the space axes, and the electrons in the state $\Lambda$. For Π the electronic states of definite $\Lambda$ are

$$|\pm1\rangle=\mp\frac{|x\rangle\pm i|y\rangle}{\sqrt2}.$$

The rotation $U(\phi,\theta)=e^{-i\phi J_Z}e^{-i\theta J_Y}$ of the whole molecule carries the axis to $\mathbf n$ and the body $x,y$ axes to $\mathbf e_\theta,\mathbf e_\phi$. Define $|\mathbf n,\Lambda\rangle=U|Z,\Lambda\rangle$, normalized to a delta function on the sphere, and $D^J_{MK}(\phi,\theta,0)=\langle JM|U|JK\rangle$ with Condon-Shortley phases. For a multiplet $|JM\Lambda\rangle$ built on the electronic state $\Lambda$, the angular function is

$$\langle\mathbf n,\Lambda|JM\Lambda\rangle=\langle Z,\Lambda|U^\dagger|JM\Lambda\rangle=\sum_K\langle Z,\Lambda|JK\Lambda\rangle\,D^{J*}_{MK},$$

because $U^\dagger$ acts within the multiplet and $\langle JK|U^\dagger|JM\rangle=D^{J*}_{MK}$. A rotation about $Z$ leaves nuclei on the $Z$ axis in place and multiplies the electronic state by a phase, so $|Z,\Lambda\rangle$ has $J_Z=\Lambda$ and only $K=\Lambda$ contributes. This requires $J\ge|\Lambda|$. All members $M$ of a multiplet have the same norm, and unitarity gives $\sum_M|D^J_{M\Lambda}|^2=1$, so $\int|D^J_{M\Lambda}|^2d\Omega=4\pi/(2J+1)$. With the constant chosen real and positive,

$$\langle\mathbf n,\Lambda|JM\Lambda\rangle=\sqrt{\frac{2J+1}{4\pi}}\;D^{J*}_{M\Lambda}(\phi,\theta,0).$$

Functions with the same $\Lambda$ and different $J$ or $M$ are orthogonal, as eigenstates of $\mathbf J^2$ and $J_Z$. For $\Lambda=0$ they are the spherical harmonics $Y_{JM}$.

**The dipole in the body frame.** The spherical components $\mu_0=\mu_Z$, $\mu_{\pm1}=\mp(\mu_X\pm i\mu_Y)/\sqrt2$ are a unitary transformation of the Cartesian ones, so the sum over $a$ in $S$ can be replaced by a sum over $p=0,\pm1$. Their commutators $[J_Z,\mu_p]=p\,\mu_p$ and $[J_\pm,\mu_p]=\sqrt{2-p(p\pm1)}\,\mu_{p\pm1}$ have the form of the ladder relations for states $|1p\rangle$, so they rotate like those states: $U\mu_kU^\dagger=\sum_p\mu_pD^1_{pk}$. The left side is the component $k$ referred to the body axes. Multiplying by $D^{1*}_{p'k}$, summing over $k$ and using unitarity,

$$\mu_p=\sum_kD^{1*}_{pk}(\phi,\theta,0)\;U\mu_kU^\dagger .$$

The dipole does not move the nuclei, so its element between $|\mathbf n',\Lambda'\rangle$ and $|\mathbf n,\Lambda''\rangle$ is $\delta(\mathbf n'-\mathbf n)\sum_kD^{1*}_{pk}\langle\Lambda'|\mu_k|\Lambda''\rangle$, the last factor being the electronic element in the standard orientation. There $[L_z,\mu_k]=k\mu_k$ for the electronic dipole; taking the element between $\langle\Lambda'|$ and $|\Lambda''\rangle$ gives $(\Lambda'-\Lambda''-k)\langle\Lambda'|\mu_k|\Lambda''\rangle=0$, so only $k=\Lambda'-\Lambda''$ contributes. For Σ–Σ the element is $\mu_\parallel$. For Π–Σ⁺,

$$\langle+1|\mu_{+1}|\Sigma^+\rangle=\tfrac12\big(\langle x|-i\langle y|\big)(\mu_x+i\mu_y)|\Sigma^+\rangle=\tfrac12(\mu_\perp+\mu_\perp)=\mu_\perp,$$

$$\langle-1|\mu_{-1}|\Sigma^+\rangle=\tfrac12\big(\langle x|+i\langle y|\big)(\mu_x-i\mu_y)|\Sigma^+\rangle=\tfrac12(\mu_\perp+\mu_\perp)=\mu_\perp .$$

In the first line the two minus signs of $\langle+1|$ and $\mu_{+1}$ cancel; in both the cross terms vanish by reflection. The two elements are equal in size and sign.

**The angular integral.** The amplitude for signed $\Lambda$ is

$$a=\frac{\sqrt{(2J'+1)(2J+1)}}{4\pi}\int D^{J'}_{M'\Lambda'}\,D^{1*}_{pk}\,D^{J*}_{M\Lambda''}\,d\Omega .$$

The product $D^J_{M\Lambda''}D^1_{pk}$ is the matrix element of the rotation between the product states $|JM\rangle|1p\rangle$ and $|J\Lambda''\rangle|1k\rangle$ of two abstract angular momenta. Inserting the complete set of coupled states on both sides, and using that the rotation is diagonal in the coupled quantum number $j$,

$$D^J_{M\Lambda''}D^1_{pk}=\sum_j\langle JM\,1p|j,M+p\rangle\,\langle J\Lambda''\,1k|j,\Lambda''+k\rangle\,D^j_{M+p,\Lambda''+k}.$$

The Clebsch-Gordan coefficients are real. Take the complex conjugate, set $\Lambda''+k=\Lambda'$, and use orthogonality with the norm $4\pi/(2J'+1)$:

$$a=\sqrt{\frac{2J+1}{2J'+1}}\;\langle JM\,1p|J'M'\rangle\,\langle J\Lambda''\,1k|J'\Lambda'\rangle .$$

The first coefficient carries all dependence on the space-fixed projections. The coupled state $|J'M'\rangle$ is normalized, so $\sum_{Mp}\langle JM\,1p|J'M'\rangle^2=1$ for each $M'$, and the sum over $M'$ gives $2J'+1$, which cancels the denominator:

$$s\equiv\sum_{M'Mp}a^2=(2J+1)\,w_{J'},\qquad w_{J'}=\langle J\Lambda''\,1k|J'\Lambda'\rangle^2 .$$

In terms of a $3j$ symbol with upper row $(J'\ 1\ J)$ and lower row $(-\Lambda'\ k\ \Lambda'')$, $w_{J'}$ is $2J'+1$ times its square.

**The weights.** $w_{J'}$ is the probability that the product state $|J\Lambda''\rangle|1k\rangle$ has total angular momentum $J'$. Call the two abstract angular momenta $\mathbf j$ (magnitude $J$) and $\mathbf s$ (magnitude 1), and let $X=\mathbf j\cdot\mathbf s$. From $(\mathbf j+\mathbf s)^2=\mathbf j^2+\mathbf s^2+2X$ its eigenvalue is $\tfrac12[J'(J'+1)-J(J+1)-2]$, which equals

$$x_{\rm P}=-(J+1),\qquad x_{\rm Q}=-1,\qquad x_{\rm R}=J .$$

For $J\ge1$ these three values are distinct and exhaust the spectrum, so the projector on each eigenspace is the quadratic polynomial in $X$ that vanishes at the other two eigenvalues and equals one at its own. The weights are expectation values of these polynomials:

$$w_{\rm P}=\frac{\langle(X+1)(X-J)\rangle}{J(2J+1)},\quad w_{\rm Q}=-\frac{\langle(X-J)(X+J+1)\rangle}{J(J+1)},\quad w_{\rm R}=\frac{\langle(X+1)(X+J+1)\rangle}{(J+1)(2J+1)} .$$

The denominators are the numerators evaluated at the own eigenvalue: $(-J)(-2J-1)$, $(-1-J)(J)$ and $(J+1)(2J+1)$.

For a lower Σ state the product state is $|J0\rangle|1k\rangle$. Write $X=j_zs_z+\tfrac12(j_+s_-+j_-s_+)$ and $\lambda=J(J+1)$. The term $j_zs_z$ gives zero and the ladder terms lead to orthogonal states, so $\langle X\rangle=0$. With $j_\pm|J0\rangle=\sqrt\lambda\,|J,\pm1\rangle$, and $\sqrt2$ for every nonzero ladder element of $\mathbf s$,

$$X|J0\rangle|10\rangle=\sqrt{\lambda/2}\,\big(|J1\rangle|1,-1\rangle+|J,-1\rangle|11\rangle\big),\qquad X|J0\rangle|11\rangle=\sqrt{\lambda/2}\,|J1\rangle|10\rangle ,$$

since $s_+|11\rangle=0$ removes one of the two terms in the second case. The squared norms give $\langle X^2\rangle=\lambda$ for $k=0$ and $\lambda/2$ for $k=1$, and in the same way $\lambda/2$ for $k=-1$. With $\langle X\rangle=0$ the three numerators reduce to $\langle X^2\rangle-J$, $\langle X^2\rangle-\lambda$ and $\langle X^2\rangle+J+1$.

For $k=0$ they are $J^2$, $0$ and $(J+1)^2$, hence

$$s_{\rm P}=J,\qquad s_{\rm Q}=0,\qquad s_{\rm R}=J+1 .$$

For $k=\pm1$ they are $\tfrac12J(J-1)$, $-\tfrac12\lambda$ and $\tfrac12(J+1)(J+2)$, hence

$$s_{\rm P}=\frac{J-1}{2},\qquad s_{\rm Q}=\frac{2J+1}{2},\qquad s_{\rm R}=\frac{J+2}{2}.$$

For $J=0$ only $J'=1$ exists and $w_{\rm R}=1$, which agrees with both expressions for $s_{\rm R}$; the P and Q expressions for $k=\pm1$ do not apply there. For $J=1$ the Π factor $s_{\rm P}$ vanishes, as it must, since a Π state has no level with $J'=0$.

The line strength has been split into a squared radial integral and a Hönl-London factor, and the rotational factors to states of signed $\Lambda'$ have been found; those for Σ–Σ are final. It remains to combine the signed Π states into levels of definite parity, to confirm the factors by a second derivation, and to examine the radial integral.
